# Overlap of Kramers-Restricted Determinants: Quaternion Structure, Positivity and Pfaffians

Take two electrons in the spinors $\phi$ and $K\phi$, and a second two-electron determinant built from $\chi$ and $K\chi$. Here $K$ is time reversal, an antiunitary operator with

$$
\langle Ku|Kv\rangle=\langle u|v\rangle^*,\qquad K^2=-1 .
$$

Write $a=\langle\phi|\chi\rangle$ and $b=\langle K\phi|\chi\rangle$. The first property gives $\langle K\phi|K\chi\rangle=a^*$. Applied to the pair $\phi$, $K\chi$ it gives $\langle\phi|K\chi\rangle^*=\langle K\phi|K^2\chi\rangle=-b$, so $\langle\phi|K\chi\rangle=-b^*$. The overlap of the two determinants is therefore

$$
\det\begin{pmatrix}a&-b^*\\ b&a^*\end{pmatrix}=|a|^2+|b|^2\ge 0 .
$$

The matrix is a quaternion written as a $2\times2$ complex matrix, and its determinant is the squared length of the quaternion.

This case also shows in what sense the overlap can be the square of a Pfaffian. In the real and imaginary parts of $a$ and $b$ it is $x^2+y^2+z^2+w^2$. If this were the square of a polynomial, the polynomial would have to be linear and homogeneous, say $\ell\cdot r$, and the second-derivative matrix of its square, $2\ell\ell^T$, would have rank one. The actual matrix is twice the unit matrix, of rank four. So no Pfaffian whose entries are polynomials in the overlaps can have this square. The length $\sqrt{|a|^2+|b|^2}$ does have it, and this length is the Pfaffian of a matrix obtained after the two pairs have been aligned. The same holds for any number of pairs: setting the overlaps of all other pairs to the unit matrix reduces the determinant to this one-pair form, so a polynomial square root for many pairs would give one for a single pair.

For Dirac spinors $K=-i\Sigma_yK_0$, where $K_0$ is complex conjugation. Since $-i\Sigma_y$ is real and squares to $-1$, $K^2=-1$. The relation $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$ gives $\Sigma_y\alpha_k^*\Sigma_y=-\alpha_k$, while $\Sigma_y\beta^*\Sigma_y=\beta$. Momentum also changes sign under conjugation, so $\boldsymbol\alpha\cdot\mathbf p$ is unchanged, and $K$ commutes with the Dirac Hamiltonian in a real scalar potential. A magnetic vector potential is real and does not change sign under conjugation, so its coupling to $\boldsymbol\alpha$ is odd under $K$. What follows uses only that the occupied spinors come in pairs; the determinants need not be eigenstates of anything.

Let $A=(\phi_1,K\phi_1,\ldots,\phi_n,K\phi_n)$ be an orthonormal row of occupied spinors, let $B$ be a second such row, and let $S=A^\dagger B$ be the $2n\times2n$ matrix of their overlaps. With $a_i$ the annihilation operator of the $i$th spinor of $A$ and $b_j^\dagger$ the creation operator of the $j$th spinor of $B$,

$$
\langle A|B\rangle=\langle0|a_{2n}\cdots a_1\,b_1^\dagger\cdots b_{2n}^\dagger|0\rangle,\qquad \{a_i,b_j^\dagger\}=S_{ij}.
$$

Moving $a_1$ to the right until it meets the vacuum produces $\sum_j(-1)^{j-1}S_{1j}$ times the matrix element with $a_1$ and $b_j^\dagger$ removed. This is the expansion of a determinant along its first row. Repetition gives $\langle A|B\rangle=\det S$.

To express the pairing, let $J$ be the direct sum of $n$ blocks $\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. Then $J^T=J^{-1}=-J$. Time reversal sends the columns $\phi_i,K\phi_i$ to $K\phi_i,-\phi_i$, which is the statement $KA=AJ^T$; likewise $KB=BJ^T$. Hence

$$
S^*=(KA)^\dagger(KB)=JA^\dagger BJ^T=JSJ^{-1}. \tag{1}
$$

A matrix obeying (1) will be called quaternionic: each of its $2\times2$ blocks has the form found for one pair. Sums, products and adjoints of quaternionic matrices are quaternionic. Taking determinants in (1) gives $(\det S)^*=\det S$, so the overlap is real. In a nonorthogonal basis with metric $M$, the matrix is $S=A^\dagger MB$ in terms of coefficients, and (1) survives provided the metric respects $\langle Ku|Kv\rangle=\langle u|v\rangle^*$.

Reality alone would permit a negative value. The sign follows from a Pfaffian. For an antisymmetric $2n\times2n$ matrix $N$, form $\omega=\tfrac12\sum_{ij}N_{ij}\,e_i\wedge e_j$ with anticommuting symbols $e_i$, and define $\mathrm{Pf}\,N$ by

$$
\frac{\omega^n}{n!}=\mathrm{Pf}\,N\;e_1\wedge\cdots\wedge e_{2n}.
$$

For $N=J$, $\omega=\sum_i e_{2i-1}\wedge e_{2i}$ and $\mathrm{Pf}\,J=1$. Replacing $N$ by $XNX^T$ is the same as replacing each $e_k$ by $f_k=\sum_iX_{ik}e_i$, and $f_1\wedge\cdots\wedge f_{2n}=\det X\,e_1\wedge\cdots\wedge e_{2n}$. Therefore

$$
\mathrm{Pf}(XNX^T)=\det X\;\mathrm{Pf}\,N. \tag{2}
$$

The transpose of (1) is $S^\dagger=JS^TJ^T$, and multiplication by $J$ from the right gives $S^\dagger J=JS^T$. Thus $SJS^T=SS^\dagger J$, and (2) with $N=J$ yields

$$
\det S=\mathrm{Pf}(SS^\dagger J). \tag{3}
$$

Here the overlap is a Pfaffian to the first power, polynomial in the entries of $S$ and their conjugates.

The matrix $G=SS^\dagger$ is Hermitian, positive semidefinite and quaternionic. If $Gv=\lambda v$, conjugation and (1) applied to $G$ give $JGJ^{-1}v^*=\lambda v^*$, so $\bar v=J^{-1}v^*$ is an eigenvector with the same eigenvalue. It is orthogonal to $v$, because $v^\dagger J^{-1}v^*$ contracts an antisymmetric matrix with a symmetric product. The operation $v\mapsto\bar v$ is itself antiunitary with square $-1$, so the orthogonal complement of $v,\bar v$ is mapped into itself and the construction can be repeated there. Collecting the normalized eigenvectors as $W=(v_1,\bar v_1,\ldots,v_n,\bar v_n)$ gives

$$
G=WDW^\dagger,\qquad D=\mathrm{diag}(\sigma_1^2,\sigma_1^2,\ldots,\sigma_n^2,\sigma_n^2),
$$

where the $\sigma_i\ge0$ are the singular values of $S$, each occurring twice. By its column structure $W$ is quaternionic, so $W^\dagger J=JW^T$, exactly as for $S$. Being unitary, it satisfies $WJW^T=WW^\dagger J=J$, and (2) then gives $\det W=1$. This argument holds for every unitary quaternionic matrix. Now

$$
GJ=WDW^\dagger J=W(DJ)W^T .
$$

Since $\mathrm{Pf}(DJ)=\prod_i\sigma_i^2$, equations (2) and (3) give

$$
\langle A|B\rangle=\det S=\prod_{i=1}^n\sigma_i^2\ge0. \tag{4}
$$

For orthonormal spinors $\sigma_i$ is the cosine of an angle between the two occupied spaces, so the overlap lies between zero and one.

The square of a Pfaffian appears on taking the positive root $R=(SS^\dagger)^{1/2}=WD^{1/2}W^\dagger$. The same calculation with $D^{1/2}$ in place of $D$ gives $\mathrm{Pf}(RJ)=\prod_i\sigma_i$, and so

$$
\langle A|B\rangle=\left[\mathrm{Pf}(RJ)\right]^2. \tag{5}
$$

If $S$ is invertible, $R$ is an actual overlap matrix. Put $T=R^{-1}S$. It is quaternionic, and $TT^\dagger=R^{-1}SS^\dagger R^{-1}=1$, so $\det T=1$. The spinors $B'=BT^\dagger$ are again Kramers pairs, because

$$
KB'=(KB)(T^\dagger)^*=BJ^T\,JT^\dagger J^T=B'J^T .
$$

They form the same many-electron state, since a linear mixing of occupied spinors multiplies a determinant by the determinant of the mixing matrix, here one. Their overlap with $A$ is $A^\dagger B'=ST^\dagger=R$. The Pfaffian in (5) thus belongs to pairs rotated into alignment. If $S$ is singular, both sides of (5) vanish.

Without alignment, $SJ$ does not in general have a Pfaffian at all. Its symmetric part is governed by

$$
SJ+(SJ)^T=SJ-JS^T=(S-S^\dagger)J,
$$

which vanishes only for Hermitian $S$. In that case $S=W\Lambda W^\dagger$ with real, doubly occurring eigenvalues $\lambda_i$, and $\det S=[\mathrm{Pf}(SJ)]^2$ with $\mathrm{Pf}(SJ)=\prod_i\lambda_i$. This Pfaffian may be negative; its square is not.

A second limit is that of spin-free orbitals. With $\phi_i=u_i\alpha$ and, up to a common sign convention, $K\phi_i=u_i^*\beta$, and similarly $w_j$ for $B$, all the $b_{ij}$ vanish. Reordering rows and columns by the same permutation separates $S$ into the spatial overlap matrix $a_{ij}=\langle u_i|w_j\rangle$ and its conjugate, so $\det S=|\det a|^2$. For real orbitals this is $(\det a)^2$, a polynomial square. Spin-orbit coupling removes that special structure but leaves the sign intact.

The overlap can still be zero. Suppose one $\sigma_i$ vanishes at some point of a smooth path. After a unitary quaternionic change of pairs, $S$ near this point has an invertible block $P$ for the other $n-1$ pairs, and elimination gives

$$
S=\begin{pmatrix}P&X\\Y&Z\end{pmatrix},\qquad
\det S=\det P\,\det(Z-YP^{-1}X)=\det P\,|q|^2,
$$

with $q$ the single quaternion $Z-YP^{-1}X$. Equation (4) applies to any quaternionic matrix, so $\det P>0$. A zero requires the four real components of $q$ to vanish together. If $q$ passes through zero with nonzero derivative in the path parameter $t$, the overlap behaves as $t^2$: it touches zero and does not change sign. For a random singular matrix of three pairs, doubling a small distance from the zero multiplied the determinant by $3.99998$, close to the limiting factor four.

The sign statement rests on the phase convention built into the order $\phi_i,K\phi_i$. The convention is consistent: any other choice of Kramers pairs in the same space differs by a unitary quaternionic matrix of determinant one. General orthonormal spinors $C=AU_C$ and $D=BU_D$, such as a diagonalization may return, carry extra phases, $|C\rangle=\det U_C\,|A\rangle$. These can be read from the antisymmetric matrix

$$
W_C=C^\dagger(KC)=U_C^\dagger J^TU_C^*,\qquad
\mathrm{Pf}\,W_C=(-1)^n(\det U_C)^* ,
$$

where $\mathrm{Pf}\,J^T=(-1)^n$. Since $\langle C|D\rangle=(\det U_C)^*\det U_D\,\langle A|B\rangle$, and the two signs cancel,

$$
\langle A|B\rangle=(\mathrm{Pf}\,W_C)^*\,\mathrm{Pf}\,W_D\,\det(C^\dagger D). \tag{6}
$$

A small model puts numbers to these statements. One $s$ orbital at $-0.40$ Ry and three $p$ orbitals at zero are coupled by the spin-orbit term $\tfrac12\zeta\,\mathbf L\cdot\boldsymbol\sigma$ with $\zeta=0.20$ Ry, and by an electric field that mixes $s$ with $p_x,p_y,p_z$ through real couplings $\mathbf F$. Four electrons fill the two lowest of four Kramers pairs. State 1 has $\mathbf F=(0.4,0,0)$ Ry, state 2 has $(0,0.4,0.1)$ Ry and state 3 has $(0.1,0,0.4)$ Ry. In each pair the first spinor is chosen with no $s$ spin-down component and a positive $s$ spin-up component.

For states 1 and 2 the quaternions $q_{ij}=(a_{ij},b_{ij})$ of $S$ are, rounded,

$$
\begin{aligned}
q_{11}&=(0.6918+0.1088i,\;0.0272), & q_{12}&=(0.2246-0.4271i,\;-0.1068),\\
q_{21}&=(0.2275-0.4287i,\;-0.1072), & q_{22}&=(0.0739+0.6697i,\;0.1674).
\end{aligned}
$$

Their squared lengths are $0.4912$, $0.2443$, $0.2470$ and $0.4820$. The diagonal blocks of $G=SS^\dagger$ are multiples of the unit matrix, $g_{11}=0.4912+0.2443=0.7355$ and $g_{22}=0.2470+0.4820=0.7290$. The off-diagonal quaternion is $g_{12}=q_{11}q_{21}^\dagger+q_{12}q_{22}^\dagger$. The product rule for blocks, $(a,b)(c,d)^\dagger=(ac^*+b^*d,\;bc^*-a^*d)$, gives

$$
g_{12}=(-0.1795+0.1393i,\;0.0348),\qquad |g_{12}|^2=0.0528 .
$$

For two pairs the Pfaffian in (3) has three terms, which combine to

$$
\mathrm{Pf}(GJ)=g_{11}g_{22}-|g_{12}|^2=0.53618-0.05285=0.48333 .
$$

An explicit expansion of both determinants in occupation-number states, which uses none of the formulas above, gives the same overlap, $0.48333$. The singular values are $0.9809$ and $0.7088$, each twice. Their product is $\mathrm{Pf}(RJ)=0.6952$, and its square is again $0.4833$. The corresponding angles are about $11^\circ$ and $45^\circ$: one pair direction is nearly common to the two states, and most of the loss of overlap comes from the other.

The matrix $SJ$ itself is far from antisymmetric here: the Frobenius norm of $SJ+(SJ)^T$ is $2.65$, while that of $S$ is $1.71$. Keeping only the antisymmetric part of $SJ$, which amounts to replacing $S$ by its Hermitian part, gives a squared Pfaffian that is zero to the eight printed decimals. The reason lies in the entries. The Hermitian part has diagonal elements $0.6918$ and $0.0739$, whose product is $0.0511$, and its off-diagonal quaternion has squared length $0.0511$ as well. This near cancellation needs both the chosen pairs and the geometry of the two states. The couplings $\mathbf F$ of states 1 and 2 are perpendicular and nearly equal in length, and with these pairs the real part of each $a_{ij}$ is the product of the $s$ spin-up amplitudes of the two spinors, so $0.6918\times0.0739=0.2246\times0.2275$. The Pfaffian of the Hermitian part is $-2.7\times10^{-6}$ here. It is about $0.19$ for states 2 and 3 with the same choice of pairs, and for states 1 and 2 it takes values of either sign when the pairs are chosen differently. The physical overlap is $0.4833$.

When the occupied spinors of both states are mixed by random unitary matrices, the raw determinant becomes $0.4799+0.0576i$. The Pfaffians $\mathrm{Pf}\,W_C=-0.6439+0.7651i$ and $\mathrm{Pf}\,W_D=-0.5481+0.8364i$ inserted in (6) restore $0.4833$.

A quantity free of phase conventions is the product around three states, in which each state occurs once as a bra and once as a ket. For Kramers-restricted determinants it is a product of nonnegative numbers. In the model,

$$
\langle1|2\rangle\langle2|3\rangle\langle3|1\rangle
=0.4833\times0.5662\times0.5753=0.1574 .
$$

No choice of spinors can give this product a phase. A magnetic field removes the protection. Adding the Zeeman term $h\,\mathbf n\cdot(\mathbf L+\boldsymbol\sigma)$, with $h=0.03$ Ry and $\mathbf n$ the unit vector along $(1,1,1)$, changes the product to $0.1369+0.0358i$, with phase $0.256$ rad. This $h$ is chosen to make the phase visible: read as $\mu_BB$ it corresponds to about $7000$ T. The phase is nearly proportional to $h$, so a laboratory field of $10$ T would give only about $3.5\times10^{-4}$ rad in this model. The eigenvalues of $\mathbf n\cdot(\mathbf L+\boldsymbol\sigma)$ lie between $-2$ and $2$, so the field shifts no level by more than $2h=0.06$ Ry. The smallest gap between filled and empty levels in the three states, $0.23$ Ry without the field, therefore cannot close as the field is turned on; at the final field it is $0.18$ Ry. The phase thus does not come from a change of occupation at a level crossing. Time reversal maps the occupied spaces at $h$ to those at $-h$ and conjugates every overlap, so reversing the field must reverse the phase; the computed value is then $-0.256$ rad.

A nonnegative overlap is thus guaranteed when the occupied spaces of both determinants are closed under the same $K$ and both determinants are written in Kramers pairs, in the order $\phi_i,K\phi_i$; for other spinors in the same spaces, (6) restores the phase. The guarantee does not extend to a state with an unpaired electron, whose occupied space is not closed under $K$, nor in general to a sum of determinants, whose coefficients bring signs and phases of their own. The numerical output below gives the model's levels and overlaps to more digits.

## Numbers as computed

```
s level (p level is zero): -0.40 Ry
spin-orbit parameter zeta: 0.20 Ry
s-p field coupling 1 (x,y,z): [0.4 0.  0. ] Ry
pair energies 1: [-0.65742 -0.12793  0.1      0.28536] Ry
s-p field coupling 2 (x,y,z): [0.  0.4 0.1] Ry
pair energies 2: [-0.66845 -0.12671  0.1      0.29516] Ry
s-p field coupling 3 (x,y,z): [0.1 0.  0.4] Ry
pair energies 3: [-0.66845 -0.12671  0.1      0.29516] Ry
a[1,1] = +0.691811 +0.108797 i
b[1,1] = +0.027199 +0.000000 i
a[1,2] = +0.224629 -0.427127 i
b[1,2] = -0.106782 +0.000000 i
a[2,1] = +0.227516 -0.428700 i
b[2,1] = -0.107175 +0.000000 i
a[2,2] = +0.073874 +0.669699 i
b[2,2] = +0.167425 -0.000000 i
singular values of S: [0.980895 0.980895 0.70876  0.70876 ]
overlap <1|2> from Fock expansion: +0.48333015 +0.00000000 i
det S: +0.48333015 +0.00000000 i
Pf(S S^dagger J): 0.48333015
Pf(R J): 0.69521950
Pf(R J) squared: 0.48333015
norm of SJ + (SJ)^T: 2.650611
squared Pfaffian from Hermitian part of S: 0.00000000
overlap with scrambled spinors: +0.479881 +0.057639 i
Pf W_C: -0.643892 +0.765117 i
Pf W_D: -0.548054 +0.836443 i
overlap after phase restoration: +0.48333015 -0.00000000 i
overlaps <1|2>, <2|3>, <3|1>: [0.48333015 0.56620197 0.57532467]
triple product, no magnetic field: +0.15744478 -0.00000000 i
smallest gap, no magnetic field: 0.22671 Ry
Zeeman energy parameter along (1,1,1): 0.03 Ry
triple product, magnetic field on: +0.13693688 +0.03584126 i
its phase: 2.559931e-01 rad
its phase, magnetic field reversed: -2.559931e-01 rad
smallest gap, magnetic field on: 0.18227 Ry
rank of one-pair quadratic form: 4
det ratio at doubled distance from a zero: 3.99998
```
